\section*{Glide Relaxes Strain but Does Not by Itself Remove Threading Dislocations}

\section{Definitions and conventions}

A crystalline film of thickness $h$ lies on a thick substrate with a slightly different lattice parameter. The film normal $\hat z$ is $[001]$, and the film has the diamond or zinc-blende structure. If the film is forced to match the substrate, it carries a misfit strain of magnitude $f$. Dislocations can remove part of it. The relaxed strain $\delta$ is the magnitude removed in each in-plane direction, so $\varepsilon=f-\delta$ remains.

A \emph{thread} is a piece of dislocation line that crosses the film and ends at its free surface. A \emph{misfit segment} is a piece that lies in the interface. The thread density $\rho$ is the number of threads per film area, and $\Lambda$ is the total length of misfit segments per film area. A \emph{half-loop} is a line that enters from the surface, runs along the interface and returns to the surface. It has one misfit segment and two threads.

The Burgers vector $\mathbf b$ of a thread is defined with its line direction pointing up, towards the surface. The dislocations considered have $\mathbf b=\tfrac a2\langle 101\rangle$ and glide on $\{111\}$ planes, where $a$ is the lattice parameter. Their misfit segments run along $[110]$ or $[1\bar10]$. Glide means motion in the plane that contains both the line and $\mathbf b$; climb out of that plane is left out. The relations below contain neither $\hbar$ nor the electron's mass or charge, so they read the same in atomic units. Numbers are given in nm, with densities in cm$^{-2}$.

The statement to be examined is: ``As threads glide and the film relaxes, the thread density falls.'' It joins two processes that are distinct.

\section{A counter-example on one glide plane}

Take one glide plane that meets the film surface in a row of 2000 sites. Three half-loops with the same Burgers vector are centred at sites 300, 800 and 1500. Each grows by a distance $g$ to either side. The crystal above the glide plane has slipped by $\mathbf b$ inside the loops and has not slipped outside them. A thread is a boundary between slipped and unslipped crystal, and the misfit length $\ell$ is the length of the slipped part of the row.

At $g=100$ the slipped intervals are $[200,400]$, $[700,900]$ and $[1400,1600]$. There are six boundaries, and $\ell=3\times200=600$ sites. At $g=200$ the intervals are $[100,500]$, $[600,1000]$ and $[1300,1700]$. There are still six boundaries, but $\ell=3\times400=1200$. The misfit length, and with it the relaxed strain, has doubled while the number of threads has not changed. This refutes the statement.

Further growth shows what does remove threads:
\begin{center}
\begin{tabular}{ccc}
$g$ & threads & $\ell$ (sites)\\
100 & 6 & 600\\
200 & 6 & 1200\\
260 & 4 & 1540\\
320 & 3 & 1760\\
400 & 1 & 1900\\
600 & 0 & 2000
\end{tabular}
\end{center}
The first two loops are 500 sites apart, so their facing threads meet at $g=250$ and annihilate. The left-hand thread of the first loop reaches the edge at $g=300$. The second and third loops, 700 sites apart, meet at $g=350$. The last thread reaches the right-hand edge at $g=500$. Two annihilations remove four threads and two escapes remove two.

Between these events each thread adds one site of misfit length per site of glide, so
\begin{equation}
\frac{d\ell}{dg}=N ,
\end{equation}
where $N$ is the number of threads present. From $g=200$ to 260, for instance, six threads glide 50 sites and four glide 10, which adds $300+40=340$ sites, as in the table. Threads are thus the agents of relaxation. Once they have gone, the plane relaxes no further unless new dislocations form on it or others move onto it from other planes.

\section{The correct general statement}

For any set of dislocations in the film, the number of threads changes according to
\begin{equation}
\Delta N=2n_{\rm loop}-2n_{\rm ann}-n_{\rm fus}-n_{\rm esc}.
\label{eq:balance}
\end{equation}
Here $n_{\rm loop}$ counts newly formed half-loops, $n_{\rm ann}$ annihilations of two threads, $n_{\rm fus}$ fusions of two threads into one, and $n_{\rm esc}$ escapes at a side face of the film, less any entries of new threads there. The splitting of one thread into two would add a further $+1$; it is left out here. Reversing one of the fusions treated below first raises the line energy, and although the misfit stress repays this once the two threads are some nanometres to tens of nanometres apart, the barrier in between is taken to be too high. Glide distance does not appear in Eq.~\eqref{eq:balance}.

\textbf{Proof.} Draw a closed circuit around one thread, just below the surface, through good crystal. Compared with the same sequence of lattice steps in a perfect crystal, the circuit fails to close by the sum of the Burgers vectors of the lines that pass through it. Let the circuit travel with the thread. The crystal behind a gliding thread has slipped by a lattice vector and is perfect again, so the circuit can move through it unchanged. Its closure failure can change if another line crosses it, and not otherwise.

If one thread with $\mathbf b\neq0$ is inside, the closure failure stays $\mathbf b$. A circuit with a non-zero closure failure must enclose a line, so the thread cannot vanish, however far it glides. Two ways of removal remain. In the first, another thread enters the circuit. The conserved quantity is then $\mathbf b_1+\mathbf b_2$. If this sum is zero, both threads may vanish; if it is not zero, at least one must remain. In the second, the thread reaches a side face, where no circuit can be closed around it within the crystal. Conversely, a circuit around perfect crystal has zero closure failure, so a new half-loop must bring two threads with opposite $\mathbf b$. These cases give the terms of Eq.~\eqref{eq:balance}. $\square$

\section{How much strain the glide removes}

Let one thread glide a distance $s$ along the in-plane unit vector $\mathbf d$, in a film of area $A$. Slip by $\mathbf b$ over a swept area vector $\mathbf S$ in the volume $Ah$ gives the mean plastic strain
\begin{equation}
\varepsilon^{p}_{ij}=\frac{b_iS_j+b_jS_i}{2Ah}.
\end{equation}
Let $\mathbf e=\hat z\times\mathbf d$ be the in-plane direction across the misfit line. The strain along $\mathbf e$ is $(\mathbf b\cdot\mathbf e)(\mathbf S\cdot\mathbf e)/(Ah)$. The glide plane is inclined, but $\mathbf S\cdot\mathbf e$ is the swept area projected on the vertical plane through the misfit line. This projection is a parallelogram of base $s$ and height $h$, so $\mathbf S\cdot\mathbf e=sh$ and
\begin{equation}
\varepsilon^{p}_{ee}=\frac{(\mathbf b\cdot\mathbf e)\,s}{A}.
\label{eq:one}
\end{equation}
For $\mathbf b=\tfrac a2[101]$ and $\mathbf e=[1\bar10]/\sqrt2$ one finds $b_e=|\mathbf b\cdot\mathbf e|=a/(2\sqrt2)$. Since $b=a/\sqrt2$, this is $b_e=b/2$.

With equal populations, half of the misfit length runs along each of the two directions, and each half relaxes the strain across itself. Therefore
\begin{equation}
\delta=\tfrac12\,b_e\Lambda .
\label{eq:delta}
\end{equation}
If no thread is lost, $\Lambda=\rho s$, and the required glide is
\begin{equation}
s=\frac{2\delta}{b_e\rho}.
\label{eq:free}
\end{equation}

\section{Which threads can react}

Long glide brings threads together, so it lowers their density indirectly. To find by how much, the directions of motion are needed. For a film in tension the stress does positive work when Eq.~\eqref{eq:one} is positive, that is, when
\begin{equation}
\mathbf b\cdot(\hat z\times\mathbf d)>0 .
\label{eq:dir}
\end{equation}
Compression reverses every $\mathbf d$ and leaves the relative motions unchanged. There are eight signed vectors $\mathbf b$ with a component along $\hat z$. Each lies in two $\{111\}$ planes, one for each misfit direction, which makes 16 mobile classes.

Write $\mathbf b$ in units of $a/2$ and take $\mathbf b=[101]$. Condition \eqref{eq:dir} becomes $-d_y>0$, so this thread moves along $[1\bar10]$ or $[\bar1\bar10]$, depending on its plane. Its partner for annihilation, $[\bar10\bar1]$, moves in one of the two opposite directions. For equal speeds, the relative path per unit glide is then $2$ for one class of partner and $\sqrt2$ for the other.

Fusion is taken to be favourable when it lowers the line energy, counted here as proportional to $b^2$ whatever the line direction. Since
\begin{equation}
|\mathbf b_1+\mathbf b_2|^2=b_1^2+b_2^2+2\,\mathbf b_1\cdot\mathbf b_2 ,
\end{equation}
this requires $\mathbf b_1\cdot\mathbf b_2<0$. The rule ignores the difference between screw and edge energies. With that difference, some pairs with $\mathbf b_1\cdot\mathbf b_2=0$ can also gain: upright $[101]$ and $[\bar101]$ attract with about 0.16 of the force between opposite vectors. Such weak reactions are left out. Besides the opposite vector, the mobile vectors with a negative product with $[101]$ are $[01\bar1]$ and $[0\bar1\bar1]$. By \eqref{eq:dir} the first has $d_x>0$ and the second $d_x<0$. Their four classes thus move along the four diagonal directions, one each, and the relative paths are $0,\sqrt2,\sqrt2,2$. The symmetry of the film gives the same sums for every class. With a share of $1/16$ per class,
\begin{equation}
g_a=\frac{2+\sqrt2}{16}=0.213,\qquad
g_f=\frac{2+2\sqrt2}{16}=0.302 .
\end{equation}

A fused thread has an in-plane Burgers vector; for example $[101]+[01\bar1]=[110]$. An equal biaxial stress $\sigma$ then gives $\boldsymbol\sigma\mathbf b=\sigma\mathbf b$, and the force per length on a line with direction $\boldsymbol\xi$ is $\sigma\,\mathbf b\times\boldsymbol\xi$. This is perpendicular to the plane that contains $\mathbf b$ and $\boldsymbol\xi$, which is the glide plane. The misfit stress therefore does not make the fused thread glide. Fusion removes one thread and leaves an immobile one.

\section{Density on a wide wafer}

Suppose that two reactive threads combine when they come within a capture radius $r$, taken for simplicity to be the same for annihilation and fusion. Threads that approach each other on separate parallel glide planes can do so only by leaving those planes; the model assumes that cross slip, a change to another glide plane that contains $\mathbf b$, allows this. Let the starting positions be random, the speeds equal, and new sources, obstacles and edges absent. In a glide $s$ a thread sweeps, relative to each class of partner, a strip of width $2r$. The expected number of partners it meets is $2rs\rho(g_a+g_f)$, if losses during the glide are small.

For larger losses, let $M$ and $S$ be the densities of mobile and immobile threads divided by the starting density $\rho_0$. The mean-field assumption is that positions stay uncorrelated. During a glide $ds$ each mobile thread meets $2r\rho_0M(g_a+g_f)\,ds$ mobile partners, and every such meeting takes it out of the mobile population:
\begin{equation}
dM=-2r\rho_0(g_a+g_f)M^2\,ds .
\end{equation}
Mobile threads lay misfit length at the rate $d\Lambda=\rho_0M\,ds$. With $x=r\Lambda$ and $k=2(g_a+g_f)=1.030$,
\begin{equation}
\frac{dM}{dx}=-kM,\qquad M=e^{-kx}.
\end{equation}

Each fusion involves two mobile threads and makes one immobile thread. The gain of $S$ is therefore half of $2r\rho_0g_fM^2ds$, which is $g_fM\,dx$. If the threads are treated as upright lines, a mobile thread also meets $2r\rho_0S\,ds$ immobile ones. It can react with half of them: $[110]$, for instance, has a negative product with four of the eight mobile vectors. Such a reaction leaves one thread, whose $\mathbf b$ has a component along $\hat z$, so it is mobile. The number of mobile threads is unchanged and one immobile thread is lost:
\begin{equation}
\frac{dS}{dx}=g_fM-S .
\end{equation}
Multiplying by $e^x$ gives $d(Se^x)/dx=g_fe^{(1-k)x}$. With $S(0)=0$,
\begin{equation}
S=\frac{g_f\left(e^{-kx}-e^{-x}\right)}{1-k},\qquad
\frac{\rho}{\rho_0}=M+S .
\label{eq:frac}
\end{equation}
By Eq.~\eqref{eq:delta},
\begin{equation}
x=\frac{2r\delta}{b_e}.
\label{eq:x}
\end{equation}

In this model the surviving fraction depends on the relaxed strain and the capture radius, not on the starting density. Fewer threads have fewer partners, but each must glide farther to produce the same strain, and the two effects cancel. For small $x$, $M\simeq1-kx$ and $S\simeq g_fx$, so
\begin{equation}
\frac{\rho}{\rho_0}\simeq1-(2g_a+g_f)x .
\end{equation}
The factor 2 is there because annihilation removes both threads. For $r\to0$ the density stays at $\rho_0$ while the strain relaxes, which is the counter-example again.

The glide distance follows from $ds=dx/(r\rho_0M)$:
\begin{equation}
s=\frac{e^{kx}-1}{k\,r\rho_0}.
\label{eq:s}
\end{equation}
For $x\to0$ this becomes $x/(r\rho_0)=\Lambda/\rho_0$, in agreement with Eq.~\eqref{eq:free}.

\section{Numbers for a silicon--germanium film}

Take round values in the regime of Si$_{0.8}$Ge$_{0.2}$ on Si(001): $a=0.543$ nm, $f=0.80\%$, $\delta=0.50\%$, $h=500$ nm, $\rho_0=10^6$ cm$^{-2}=10^{-8}$ nm$^{-2}$ and $r=10$ nm. Then $b=0.384$ nm and $b_e=0.192$ nm. The misfit length per area is $\Lambda=2(0.005)/0.192=0.0521$ nm$^{-1}$. Lines in each array are $b_e/\delta=38.4$ nm apart.

Without losses each thread would have to glide $0.0521/10^{-8}=5.21\times10^6$ nm, or 5.2 mm. With reactions, $x=10\times0.0521=0.521$ and $M=e^{-1.030\times0.521}=0.585$. Because $k$ is close to 1, Eq.~\eqref{eq:frac} is close to $S=g_fxe^{-x}=0.302\times0.521\times0.594=0.093$. The surviving fraction is 0.68, so the density is $6.8\times10^5$ cm$^{-2}$. Equation~\eqref{eq:s} gives a glide of 6.9 mm for a thread that stays mobile. In this model of upright threads, more than half of the misfit strain has gone, and about two thirds of the threads are still there.

The value 0.68 belongs to upright threads. Real threads lean within their glide planes, so a mobile thread can touch an immobile one at some depth even when their ends at the surface are far apart. Take straight mobile threads along $\langle112\rangle$, at right angles to their misfit lines, and upright immobile ones. Each mobile thread then leans sideways by $h/\sqrt2=354$ nm, and the strip in which it touches immobile threads widens from 20 to 374 nm. If every reactive contact leads to a reaction, $S$ falls to 0.01. Two reactive mobile threads of this kind that approach each other differ in lean only along their relative motion, so their strip widens much less. If $r$ is the shortest distance between the two lines, it is smaller than their horizontal offset, because the lines are tilted. The strip is then wider than $2r$ by a factor $\sqrt{3/2}=1.22$ for opposite motions and $\sqrt5/2=1.12$ for perpendicular ones. This raises $k$ to 1.21 and lowers $M$ to 0.53, so the surviving fraction is 0.54. For other line directions the strip between mobile threads can widen much more. For straight screw threads, the orientation that cross slip needs, or straight $60^\circ$ threads, $k$ is about 10 and the surviving fraction falls below 0.01 if every reactive contact leads to a reaction.

For $r=20$ nm, with all else fixed, $x=1.04$, $M=0.342$ and $S=0.109$. For upright threads the density is then $4.5\times10^5$ cm$^{-2}$.

The mean-field assumption can be examined by moving threads in small steps on a periodic square and letting them react. One run had 3000 threads and $r=0.0012$ of the side. Four others had 750 threads and $r=0.0048$, which is a fourfold change of $\rho_0r^2$. At $x=0.521$ the surviving fractions were 0.670 and, averaged over the four runs, 0.677; Eq.~\eqref{eq:frac} gives 0.677. At $x=1.04$ they were 0.448 and 0.458, against 0.451. The example itself is far more dilute, with $\rho_0r^2=10^{-6}$.

The capture radius is the least certain input. Its scale can be estimated by equating the attraction of two parallel threads, about $\mu b^2/[2\pi(1-\nu)r]$ per length, to the misfit glide force. Here $\mu$ is the shear modulus and $\nu=0.28$ is Poisson's ratio. The biaxial stress is $2\mu\varepsilon(1+\nu)/(1-\nu)$, and its resolved part on the glide system is smaller by $1/\sqrt6$. Hence
\begin{equation}
r\approx\frac{\sqrt6\,b}{4\pi(1+\nu)\varepsilon}.
\end{equation}
This gives about 7 nm at the full misfit of $0.80\%$ and about 20 nm at the remaining $0.30\%$. If $r$ varies, $x$ becomes $\int r\,d\Lambda$, and the average of $r$ over the relaxed strain is again of order 10 nm. The attraction used here is that of edge lines. For straight threads along $\langle112\rangle$ with opposite Burgers vectors, which lie $30^\circ$ from the line, it is about a fifth weaker, and so $r$ is about a fifth smaller. For annihilation, the choice of 10 nm agrees with this isotropic estimate in order of magnitude. The estimate uses the full attraction; on separate glide planes only its glide component can hold the pair, and such threads pass each other unless the planes are within about 2 nm at $0.80\%$ or 6 nm at $0.30\%$. Fusion partners attract less: for parallel threads along $\langle112\rangle$ the attraction is about 0.37 of that between opposite vectors. If the capture radius for fusion is reduced by this factor and that for annihilation is kept at 10 nm, the surviving fraction for upright threads rises from 0.68 to 0.75, or to 0.76 if the capture radius for reactions with immobile threads is reduced in the same way.

\section{Escape at the edges of a mesa}

Now cut the film into square mesas of side $L$, with edges along the glide directions, and neglect reactions. The distance from a random starting point to the edge ahead is uniformly distributed between 0 and $L$. After a glide $s\le L$ the surviving fraction is $1-s/L$, and the mean length laid per original thread is
\begin{equation}
\int_0^s\left(1-\frac{s'}{L}\right)ds'=s-\frac{s^2}{2L}.
\end{equation}
At $s=L$ all threads have left the film and the mean length is $L/2$. Putting $\Lambda=\rho_0L/2$ into Eq.~\eqref{eq:delta} gives the total relief
\begin{equation}
\delta_{\rm esc}=\tfrac14\,\rho_0b_eL .
\end{equation}

For $L=100$ $\mu$m $=10^5$ nm there are 100 original threads on the mesa. Their escape relieves $\tfrac14\times10^{-8}\times0.192\times10^5=4.8\times10^{-5}$, or $0.0048\%$. The mesa is then free of threads and almost fully strained. Elastic relief at the free side walls, which the model omits, is larger than this but still small: for a stripe of this width and thickness it removes about 5\% of the mean stress across the stripe, equivalent to about $0.04\%$ of strain. A clean film need not be relaxed, just as a relaxed film need not be clean.

To reach $\delta=0.50\%$, new dislocations must form; take them to be half-loops. One whose two threads both escape leaves a line of length $L$ on the area $L^2$, and so relieves $b_e/(2L)=9.6\times10^{-7}$. About 5200 are needed. If their threads stopped just short of the edges, the density would be $1.0\times10^8$ cm$^{-2}$, a hundred times the starting value, at nearly the same relaxed strain. The strain does not tell whether the threads have left.

\section{The model beside a real film}

The misfit and thickness are typical, in rough terms, of silicon--germanium layers. The starting density is a model choice: silicon wafers themselves contain very few dislocations, so $\rho_0$ stands for threads supplied by an early burst of half-loops. The assumption most at risk is unhindered glide over millimetres, since a thread must cross the misfit lines of the other array, 38 nm apart at the end. If obstacles stopped every thread after 100 $\mu$m, the same relaxation would need $0.0521/10^5$ nm$^{-2}=5.2\times10^7$ cm$^{-2}$ threads. That is about fifty times $\rho_0$, a far larger change than the reactions produce for upright or $\langle112\rangle$ threads.

Two other omissions are smaller. A misfit segment costs line energy, which pulls back on the thread. With the usual isotropic estimate for a $60^\circ$ line and an outer cut-off of $4h$, the ratio of this pull to the misfit force is
\begin{equation}
\frac{b^2(1-\nu/4)\ln(4h/b)}{8\pi(1+\nu)\,\varepsilon\,b_eh}=0.13
\end{equation}
at $\varepsilon=0.30\%$, so glide is still driven at the end of the example. Cooling by 600 K, with a rough expansion difference of $6\times10^{-7}$ K$^{-1}$, changes the strain by $0.036\%$, about 7\% of $\delta$.

For a film that must be both relaxed and clean, the model separates two requirements. Enough misfit length must be laid, and the threads that lay it must then find partners or an edge. Smaller mesas shorten the way to an edge. While the mesa is much wider than the film is thick, this helps to meet both requirements only if glide is not blocked and enough new half-loops form to supply the strain relief. Narrower mesas lie outside the model, because their side walls relax elastically without dislocations: for the 500 nm film this removes about 30\% of the mean stress across a 10 $\mu$m stripe and about three quarters across a 2 $\mu$m stripe.

Numbers in the example were calculated in double precision.
